# PAW Hartree energy: the three-term formula and its dropped cross term, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one nucleus to the general identity

### A nucleus replaced by a shell

Place a point nucleus of charge $Z$ at the origin, inside a spherical electron density $\tilde n(r)$. Electron density is counted as positive throughout, so the nucleus has the density $n_Z=-Z\delta(\mathbf r)$. In Hartree atomic units, the potential and electrostatic energy of a charge density $f$ are

$$
v[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\qquad
E_H[f]=\frac12\int f(\mathbf r)\,v[f](\mathbf r)\,d\mathbf r .
$$

The infinite energy of the point nucleus in its own potential is omitted.

A finite plane-wave grid cannot represent the point charge, so it is to be replaced there by an extended charge with the same outer potential. As the simplest model, take a thin shell $\hat n$ of radius $a$ and total charge $-Z$. The shell is not itself smooth, and a smooth replacement is constructed below, but it has a finite self-energy and allows every term to be written in closed form. Outside the shell the potential is unchanged. Inside, the replacement must be corrected, and we do this in a separate calculation near the nucleus, where the electron density is represented by another spherical function $m(r)$. The proposed energy is

$$
E_3=E_H[\tilde n+\hat n]+E_H[m+n_Z]-E_H[m+\hat n].
$$

Each term can be written out. The energy of the nucleus in the electronic potential is $-Zv[\tilde n](0)$, so the true energy is

$$
E_H[\tilde n+n_Z]=E_H[\tilde n]-Zv[\tilde n](0).
$$

The shell samples the electronic potential at $r=a$. Its own potential there is $-Z/a$, which gives it the self-energy $\frac12(-Z)(-Z/a)=Z^2/(2a)$. Hence

$$
E_H[\tilde n+\hat n]=E_H[\tilde n]-Zv[\tilde n](a)+\frac{Z^2}{2a}.
$$

The same two results with $m$ in place of $\tilde n$ give

$$
E_H[m+n_Z]-E_H[m+\hat n]=-Zv[m](0)+Zv[m](a)-\frac{Z^2}{2a}.
$$

When these are added, the shell self-energy cancels. The true energy minus the proposed one is

$$
X=-Z\Big\{\big(v[\tilde n](0)-v[\tilde n](a)\big)-\big(v[m](0)-v[m](a)\big)\Big\}.
$$

For a spherical density, $v[\tilde n](0)=4\pi\int_0^\infty\tilde n\,r\,dr$. At $r=a$ the charge inside acts as if it were at the origin, while each outer shell contributes its charge divided by its radius:

$$
v[\tilde n](a)=\frac{4\pi}{a}\int_0^a\tilde n\,r^2dr+4\pi\int_a^\infty\tilde n\,r\,dr .
$$

On subtraction the outer integral drops out. With $\delta=\tilde n-m$,

$$
X=-4\pi Z\int_0^a\delta(r)\left(r-\frac{r^2}{a}\right)dr
=\int_{r<a}\delta(r)\left(-\frac Zr+\frac Za\right)d\mathbf r .
$$

For $r<a$ the bracket in the last integral is the potential of the nucleus minus that of the shell. For $r>a$ the two potentials are equal and their difference vanishes. If $\delta$ has the constant value $\delta_0$, the radial integral is $\delta_0(a^2/2-a^2/3)=\delta_0a^2/6$, and

$$
X=-\frac{2\pi}{3}Z\delta_0a^2 .
$$

The three-term energy is thus correct if the density used near the nucleus agrees with the density on the grid. If it does not, the error is of first order in the mismatch and depends on the radius of the shell. The PAW formula has the same structure, with a richer charge difference in place of nucleus minus shell.

### Densities and assumptions

In the projector augmented-wave (PAW) method each atom $a$ has a sphere $\Omega_a$ of radius $r_{c,a}$ about its nucleus at $\mathbf R_a$. The spheres do not overlap. Within a sphere there are all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $\tilde p_i$, with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. At the sphere boundary $\phi_i$ joins $\tilde\phi_i$, and outside the two coincide.

Smooth orbitals $\tilde\psi_\nu$ with occupations $f_\nu$ give

$$
\tilde n=\sum_\nu f_\nu|\tilde\psi_\nu|^2,\qquad
\rho_{ij}=\sum_\nu f_\nu\langle\tilde\psi_\nu|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_\nu\rangle .
$$

The one-centre densities are

$$
n_a^1=\sum_{ij\in a}\rho_{ij}\phi_i^*\phi_j,\qquad
\tilde n_a^1=\sum_{ij\in a}\rho_{ij}\tilde\phi_i^*\tilde\phi_j
\qquad\text{inside }\Omega_a,
$$

and both are set to zero outside $\Omega_a$. The PAW electron density is then

$$
n=\tilde n+\sum_a(n_a^1-\tilde n_a^1).
$$

This equation defines the density whose Hartree energy is wanted. How well it represents the square of the reconstructed orbitals is a separate question, taken up in the second half.

The nuclei have the density $n_Z=\sum_an_{Z,a}$, with $n_{Z,a}=-Z_a\delta(\mathbf r-\mathbf R_a)$. The functional $E_H[n+n_Z]$ therefore contains the repulsion between electrons, the attraction between electrons and nuclei, and the repulsion between different nuclei. A spherical frozen core density confined to $\Omega_a$ may be added to $n_{Z,a}$ without changing the derivation of the identity, because like the nucleus it contributes only a monopole and its radial form is not used. A non-spherical core would require the compensation charge to carry all of its multipole moments as well, including any above those of the partial-wave products.

For the expansion of the energy it is convenient to write

$$
(f|g)=\int\!\!\int\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=\int f\,v[g]\,d\mathbf r .
$$

The densities are real and the kernel is symmetric, so $(f|g)=(g|f)$ and $E_H[f]=\frac12(f|f)$.

The omission of the nuclear self-energy needs one precaution. Give every nucleus a small spherical extent inside its sphere. All energies are then finite. The term $\frac12(n_{Z,a}|n_{Z,a})$ occurs once in $E_H[n+n_Z]$ and once in $E_H[n_a^1+n_{Z,a}]$. It may be removed from both sides of the identity derived below, after which the extent is taken to zero. The algebra can thus be carried out as if all terms were finite.

### Compensation charge

The charge missing from the smooth density in sphere $a$ is $n_a^1+n_{Z,a}-\tilde n_a^1$. Its multipole moments about $\mathbf R_a$ are

$$
q_{LM}^a=\int_{\Omega_a}r^LY_{LM}^*(\hat{\mathbf r})
\left(n_a^1+n_{Z,a}-\tilde n_a^1\right)d\mathbf r ,
$$

where $\mathbf r$ is measured from $\mathbf R_a$. A point nucleus has only a monopole, and since $Y_{00}=1/\sqrt{4\pi}$ it contributes $-Z_a/\sqrt{4\pi}$ to $q_{00}^a$.

Choose smooth radial functions $g_L^a(r)$ that vanish for $r\ge r_{c,a}$ and satisfy

$$
\int_0^{r_{c,a}}g_L^a(r)\,r^{L+2}dr=1,
$$

and define

$$
\hat n_a(\mathbf r)=\sum_{LM}q_{LM}^a\,g_L^a(r)\,Y_{LM}(\hat{\mathbf r}),\qquad
\hat n=\sum_a\hat n_a .
$$

By orthonormality of the spherical harmonics, the moment of $\hat n_a$ with indices $LM$ is $q_{LM}^a\int g_L^ar^{L+2}dr=q_{LM}^a$. The difference

$$
D_a=n_a^1+n_{Z,a}-\tilde n_a^1-\hat n_a
$$

therefore has no multipole moments.

The sum over $L$ is finite. If the partial waves have angular momenta up to $l_{\max}$, a product of two of them contains angular components up to $L=2l_{\max}$. These are all the components that $\hat n_a$ must supply.

The sign of $\hat n_a$ follows from its monopole: its total charge is the integral of $n_a^1-\tilde n_a^1$ minus $Z_a$. In the present convention it is negative when the nuclear charge exceeds the augmentation charge.

### Why the potential stops at the sphere

For $r>r'$ the Coulomb kernel has the expansion

$$
\frac1{|\mathbf r-\mathbf r'|}=
\sum_{LM}\frac{4\pi}{2L+1}\frac{r'^L}{r^{L+1}}
Y_{LM}(\hat{\mathbf r})Y_{LM}^*(\hat{\mathbf r}') .
$$

If $\mathbf r$ lies outside $\Omega_a$, this form applies to every point $\mathbf r'$ of $D_a$. The potential is

$$
v[D_a](\mathbf r)=\sum_{LM}\frac{4\pi}{2L+1}
\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}
\int_{\Omega_a}r'^LY_{LM}^*(\hat{\mathbf r}')D_a(\mathbf r')\,d\mathbf r'=0 ,
$$

because each integral is one of the vanishing moments. Inside the sphere the expansion cannot be used in this form for all $\mathbf r'$, and the potential is in general not zero.

Two results follow. First, $D_b$ with $b\ne a$ lies in a region where $v[D_a]$ vanishes, so

$$
(D_a|D_b)=0\qquad(a\ne b).
$$

Second, for any charge density $f$, however far it extends,

$$
(f|D_a)=\int_{\Omega_a}f\,v[D_a]\,d\mathbf r .
$$

### Expansion of the energy

Let $t=\tilde n+\hat n$ be the total charge placed on the grid. Adding and subtracting $\hat n$ gives

$$
n+n_Z=\tilde n+\hat n+\sum_a\left(n_a^1+n_{Z,a}-\tilde n_a^1-\hat n_a\right)
=t+\sum_aD_a .
$$

No approximation has been made. Since $E_H$ is quadratic,

$$
\begin{aligned}
E_H[n+n_Z]&=\tfrac12\Big(t+\sum_aD_a\Big|t+\sum_bD_b\Big)\\
&=E_H[t]+\sum_a(t|D_a)+\sum_aE_H[D_a]+\sum_{a<b}(D_a|D_b).
\end{aligned}
$$

The factor one half disappears from the mixed terms because each occurs twice. The last sum is zero, leaving

$$
E_H[n+n_Z]=E_H[t]+\sum_a\left\{(t|D_a)+E_H[D_a]\right\}.
$$

This expression still couples the grid density to a rapidly varying potential in each sphere. To obtain separate grid and radial calculations, introduce the smooth one-centre charge $b_a=\tilde n_a^1+\hat n_a$. Then

$$
b_a+D_a=n_a^1+n_{Z,a},
$$

and expansion of the quadratic form gives

$$
E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]
=E_H[b_a+D_a]-E_H[b_a]=(b_a|D_a)+E_H[D_a].
$$

We solve this for $E_H[D_a]$ and insert it in the total energy:

$$
E_H[n+n_Z]=E_H[t]+\sum_a\left\{E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]\right\}
+\sum_a(t-b_a|D_a).
$$

The last sum needs $t-b_a$ inside $\Omega_a$ alone. The compensation charges of the other atoms vanish there, and $\hat n_a$ is contained in both $t$ and $b_a$. Hence $t-b_a=\tilde n-\tilde n_a^1$ inside $\Omega_a$, and

$$
\boxed{
\begin{aligned}
E_H[n+n_Z]={}&E_H[\tilde n+\hat n]\\
&+\sum_a\left\{E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]\right\}+X,\\
X={}&\sum_a\int_{\Omega_a}(\tilde n-\tilde n_a^1)\,v[D_a]\,d\mathbf r .
\end{aligned}}
$$

The familiar three-term formula is obtained by dropping $X$. It is an equality if $\tilde n=\tilde n_a^1$ in every sphere. This condition is sufficient but not necessary, since the integrals can also vanish or cancel for a nonzero mismatch.

### Truncation at the sphere and periodic cells

Setting the one-centre densities to zero outside $\Omega_a$ changes their individual energies, but not the difference that is used. Suppose that the same outer charge $c$ were added to both $n_a^1$ and $\tilde n_a^1$. Then $D_a$ would be unchanged, and $E_H[b_a+c+D_a]-E_H[b_a+c]$ would differ from the previous result by $(c|D_a)$, which is zero. The two densities must be truncated in the same way.

The identity also holds for a neutral periodic cell in which the Fourier component at zero wave vector is omitted. The potential of $D_a$ and its images is then the lattice sum of the confined potentials $v[D_a]$, shifted by a constant that makes its average zero. In $(t|D_a)$ this constant multiplies the total charge of $t$. Every $D_a$ is neutral, so $t$ has the same total charge as $n+n_Z$, which is zero. In the interactions between the $D_a$ the constant multiplies a neutral charge as well. The one-centre energies therefore keep the ordinary kernel $1/|\mathbf r-\mathbf r'|$, while the grid energy uses the periodic one.

## 2. The dropped term, its size and the implementation

The symbols carried over are these: $\tilde n$ is the smooth density on the grid, $n_a^1$ and $\tilde n_a^1$ are the all-electron and smooth one-centre densities in sphere $\Omega_a$, $n_{Z,a}$ is the negative nuclear charge density, and $\hat n=\sum_a\hat n_a$ is the compensation charge. The grid charge is $t=\tilde n+\hat n$. The difference $D_a=n_a^1+n_{Z,a}-\tilde n_a^1-\hat n_a$ has no multipole moments and no potential outside $\Omega_a$. With $\delta_a=\tilde n-\tilde n_a^1$ inside the sphere, the first half gave

$$
E_H[n+n_Z]=E_3+X,\qquad X=\sum_a\int_{\Omega_a}\delta_a\,v[D_a]\,d\mathbf r,
$$

where

$$
E_3=E_H[\tilde n+\hat n]+\sum_a\left\{E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]\right\}.
$$

A negative $X$ means that the three-term energy $E_3$ is too high for the given density.

The Hartree energy of the PAW density is thus exactly $E_3+X$, and $X$ vanishes if the smooth density equals its one-centre counterpart in every sphere. It remains to examine what makes $X$ small, how $E_3$ depends on the compensation charge, and how the energies and potentials are calculated, with a two-centre example as a numerical test.
